Separating window broadening from time-step shifts in real-time molecular polarizability

In a Hartree–Fock simulation of NH3 that lasts T = 180 atomic units of time (4.35 fs), each isolated absorption line is 0.0349 Ha (0.95 eV) wide. The lowest line polarized along the symmetry axis has its maximum at 0.321369 Ha for a time step h = 0.15 and at 0.321227 Ha for h = 0.075. Halving the duration doubles the width, yet the difference between the two maxima hardly changes: 0.000140 Ha instead of 0.000142 Ha. A displacement 250 times smaller than the width is thus reproducible, and the duration has almost no influence on it.

**The naive scheme and its fault**

The naive scheme kicks the molecule, records the dipole, Fourier transforms it, and lengthens the record until the lines are sharp enough. It treats every defect of the spectrum as lack of resolution. At h = 0.075, compare the computed absorptive part of α_zz between 0.2 and 2 Ha with the spectrum for the same window and vanishing step. The root-mean-square difference, relative to that reference, is 1.8% for T = 90 and 3.6% for T = 180. The longer run has sharper lines and a larger pointwise error. A better scheme needs to know what the step does to the signal and what the window does to it.

**The impulse**

Hartree atomic units are used, with fixed nuclei and a closed-shell ground state. In the basis of real ground-state orbitals, P is the density matrix of one spin and P₀ is diagonal, with 1 for occupied orbitals i, j and 0 for virtual orbitals a, b. The equation of motion is i dP/dt = [F(P), P], where the Fock matrix F is linear in P.

A field κδ(t) along z adds the energy +κδ(t)z to each electron, whose charge is −1. Integrating across t = 0 gives P → exp(−iκz) P₀ exp(iκz), so to first order

δP(0⁺) = −iκ[z, P₀].

Let d be the vector of elements z_ai, p that of δP_ai, and p̄ that of δP_ia. Since [z, P₀]_ai = z_ai and [z, P₀]_ia = −z_ia, the start is p = −iκd, p̄ = +iκd. The occupied–occupied and virtual–virtual blocks vanish at first order, because P² = P requires P₀δP + δP P₀ = δP, which reads 2δP_ij = δP_ij in one block and 0 = δP_ab in the other.

The induced dipole is −2 tr(zδP), with 2 for spin, so the response per unit kick is

α(t) = −2 d·(p + p̄)/κ.

In practice α(t) is half the difference of the dipoles after kicks +κ and −κ, divided by κ. This cancels even orders and leaves an error of order κ². The example uses κ = 2×10⁻⁴ along x and z at once; threefold symmetry makes the polarizability tensor diagonal, so the two dipole components give α_xx and α_zz separately.

**The response without a time step**

With orbital gaps Δ = ε_a − ε_i, linearization gives

i dp/dt = Ap + Bp̄,  i dp̄/dt = −Bp − Ap̄,

A_(ia,jb) = Δδ_ijδ_ab + 2(ia|jb) − (ij|ab),
B_(ia,jb) = 2(ia|jb) − (ib|ja).

Set u = p + p̄ and v = p − p̄. Adding and subtracting the equations gives

i du/dt = (A − B)v,  i dv/dt = (A + B)u.

For a stable ground state A ± B are positive definite, and there are modes with

(A − B)Q = ωS,  (A + B)S = ωQ,  Sₙ·Qₘ = δₙₘ.

Write u = Σ aₙSₙ and v = Σ bₙQₙ. Then i daₙ/dt = ωₙbₙ and i dbₙ/dt = ωₙaₙ, with aₙ(0) = 0 and bₙ(0) = Sₙ·v(0) = −2iκ d·Sₙ. Hence aₙ = −i bₙ(0) sin ωₙt = −2κ(d·Sₙ) sin ωₙt, and

α(t) = Σ Rₙ sin ωₙt,  Rₙ = 4(d·Sₙ)².

The oscillator strength for light polarized along z, which for a z-polarized line is three times the orientation-averaged value usually tabulated, is fₙ = ωₙRₙ.

**Choosing a step that cannot imitate broadening**

The simplest step freezes F at its value at the start of the step. Consider one transition with B = 0 and coupling k, so that ω = Δ + k. Solving the linearized equation with the induced field frozen multiplies p by

e^(−iΔh) − (1 − e^(−iΔh))k/Δ = 1 − iωh − ½Δωh² + O(h³).

Its squared modulus is 1 + (ω² − Δω)h² = 1 + kωh² to second order. The amplitude therefore grows at the rate ½hkω if k > 0 and decays if k < 0. A decaying signal gives a broadened line, and step error is then mixed with finite duration.

The cure is to evaluate F at the average of the old and new density matrices, iterating until the new one is consistent:

P′ = UPU†,  U = exp(−ihF[(P + P′)/2]).

Stack p and p̄ in one vector Z. Let D be diagonal with entries Δ and −Δ, and let K be the rest of the linear operator, so that i dZ/dt = (D + K)Z. During a step the induced field is the constant Kq, with q = (Z + Z′)/2. Integrating this constant source gives

Z′ = e^(−iDh)Z − (1 − e^(−iDh))D⁻¹Kq.

Seek a mode Z′ = e^(−2iθ)Z with θ = ω̃h/2. Then q = e^(−iθ) cos θ Z. Multiply the step equation by e^(iθ)e^(iDh/2) and move the first term on the right to the left:

2i sin(Dh/2 − θ)Z = −2i sin(Dh/2)D⁻¹K cos θ Z.

Expanding the sine on the left and dividing by cos θ cos(Dh/2) leaves

tan(ω̃h/2)Z = tan(Dh/2)D⁻¹(D + K)Z.

The factor tan(Dh/2)D⁻¹ is even in D, so it is the same in both halves of Z. Define

g² = tan(Δh/2)/(Δh/2),  Ω = (2/h) tan(ω̃h/2).

Then Ωu = g²(A − B)v and Ωv = g²(A + B)u. Substituting u = gS, v = gQ restores the original form:

g(A − B)g Q = ΩS,  g(A + B)g S = ΩQ.

The step thus replaces the molecule by one with dressed matrices. If h < π/Δmax, every g² is positive, the dressed matrices stay positive definite, and every ω̃ is real. In linear response this step shifts lines but cannot broaden them. Here Δmax = 17.05 Ha, a gap from the nitrogen core, and the limit is h < 0.184. Beyond it the guarantee is lost.

The weights follow as before. Now v(0) = −2iκd = gΣ bₙQₙ gives bₙ = −2iκ Sₙ·g⁻¹d. The modes (gS, gQ) and (gS, −gQ) acquire the phases e^(−iω̃h) and e^(iω̃h) per step, so u = Σ(−i bₙ) sin(ω̃ₙmh) gSₙ after m steps, and

α(mh) = Σ R̃ₙ sin(ω̃ₙmh),  R̃ₙ = 4(d·gSₙ)(d·g⁻¹Sₙ).

The duration T appears nowhere in ω̃ₙ or R̃ₙ. In the example this sum reproduces the full nonlinear propagation to 1.1×10⁻⁶ of the largest signal. With the step-free ωₙ and Rₙ instead, the discrepancy reaches 36% at h = 0.15 and 10% at h = 0.075.

**The size of the shift**

For small h, tan x = x + x³/3 gives g² = 1 + Δ²h²/12. Let δu, δv and δΩ be the first-order changes in the equations for Ωu and Ωv. Projecting the first on Q and the second on S gives

δΩ + ωQ·δu = (ωh²/12)Q·Δ²S + ωS·δv,
δΩ + ωS·δv = (ωh²/12)S·Δ²Q + ωQ·δu.

In the sum the unknown changes cancel, so δΩ = (ωh²/12)⟨Δ²⟩, with ⟨Δ²⟩ = Σ Δ²SQ over all transitions. Inverting the tangent, ω̃ = Ω − Ω³h²/12, hence

ω̃ − ω = (ωh²/12)(⟨Δ²⟩ − ω²) + O(h⁴).

Without coupling, ω = Δ and the shift vanishes, as it should, because the exponential then propagates each orbital without error. The shift measures how far the induced field has moved the excitation from the orbital gaps. For the lowest line the law gives 5.18 meV at h = 0.15. The prefactor is 0.3212 × 0.0225/12 = 6.02×10⁻⁴, so ⟨Δ²⟩ − ω² = 0.316 and ⟨Δ²⟩ = 0.42, against ω² = 0.10. For the strongest z line, at 1.526 Ha, the law gives 108 meV. The law needs Δh/2 well below 1. The lowest nitrogen core lines, where Δh/2 is about 1.2 at h = 0.15, shift by 9 to 16 eV, and the law overestimates these shifts by a quarter to a half.

**What the finite duration does**

Multiply the record by w(t) = cos²(πt/2T) and set q = π/T from here on. Let W(x) be the integral of w(t)e^(ixt) from 0 to T. Since w = ½ + ¼e^(iqt) + ¼e^(−iqt) and sin[(x ± q)T] = −sin xT,

Re W = ½ sin(xT)[1/x − x/(x² − q²)] = q² sin(xT)/[2x(q² − x²)].

This equals T/2 at x = 0 and, in the limit x → ±q, T/4. The product formula for the sine turns it into (T/2)∏(1 − x²/n²q²) over n ≥ 2, which decreases steadily from the centre to the first zero at 2q. The full width at half maximum is therefore 2q = 2π/T. The area of Re W is πw(0) = π, whatever T is.

Writing the sine as two exponentials gives

Im α(ω) = ½ Σ R̃ₙ[Re W(ω − ω̃ₙ) − Re W(ω + ω̃ₙ)].

The computer forms a sum, not an integral. Both end samples vanish, since α(0) = 0 and w(T) = 0, so the sum is a trapezoid sum. For an exponential it is the mean of two geometric series:

(h/2)(e^(ixT) − 1)(e^(ixh) + 1)/(e^(ixh) − 1) = (e^(ixT) − 1)(h/2)cot(xh/2)/i.

The integral would have 1/x in place of (h/2)cot(xh/2). Both are odd in x, so Re W stays symmetric and sampling does not move an isolated line.

A line has height R̃T/4 and area πR̃/2. For the lowest line f = 0.1105, so R = 0.1105/0.3212 = 0.344 and the height at T = 180 is 15.5. The cross-section 4πω Im α/c, with c = 137.04, is then 0.456 bohr², and at T = 90 it is 0.228 bohr². The height of an isolated line is proportional to the duration, whereas the area is practically independent of it: integrated up to π/h at h = 0.15, Im α_zz gives 5.8485 for both durations. Lines closer together than about 0.9 of their width, such as those at 1.232 and 1.251 Ha, merge into one broader maximum whose height does not follow this rule.

The maximum is not quite the pole. At h = 0.15 the pole is at 0.321367 Ha, while the maximum is at 0.321369 Ha for T = 180 and 0.321446 Ha for T = 90. As a single line is symmetric, this displacement comes from the tails of the other terms in the sum. It is nearly the same for both steps, which is why the difference quoted at the start survives a change of T.

**The scheme that follows**

Run the same duration with steps h and h/2, extract the poles from each record, and extrapolate the poles. Extrapolating spectra point by point is safe only while the phase error (ω̃ − ω)T stays below about one radian, because the error that such extrapolation leaves grows as the square of the phase error. For the strongest z line the phase error is 0.72 rad at h = 0.15 and T = 180. There pointwise extrapolation still lowers the root-mean-square difference from 3.6% to 0.6%, but it leaves 2.3% at T = 360 and 8.9% at T = 720. The phase error grows with T, which accounts for the growing error of the naive scheme.

Poles can be extracted without a window, because the unwindowed samples are a finite sum s_m = Σ c_k z_k^m with z_k = e^(±iω̃τ), where τ is the sampling interval. The matrix H_jl = s_(j+l) = Σ c_k z_k^j z_k^l has rows spanned by the vectors (1, z_k, z_k², …). A singular value decomposition supplies an orthonormal basis E of that space. Let Y have these vectors as columns; then E = YG with G invertible. Dropping the last row of E gives E₁ = Y₁G; dropping the first gives E₂ = Y₁ΛG, where Λ holds the z_k. So E₂ = E₁(G⁻¹ΛG), and the eigenvalues of the matrix that takes E₁ to E₂ are the z_k. Singular values below 10⁻⁶ of the largest are discarded, and τ = 0.15 for both runs. The method needs frequencies below π/τ and a record long enough to tell close lines apart above the noise.

With leading error h², the extrapolated frequency is [4ω̃(h/2) − ω̃(h)]/3. For the lowest line,

(4 × 0.321224 − 0.321367)/3 = 0.321176 Ha = 8.740 eV,

and for the strongest,

(4 × 1.527234 − 1.530219)/3 = 1.526239 Ha.

Both agree to the digits shown with diagonalization of the step-free response problem.

**The static limit**

At ω = 0 the windowed integral of sin ωₙt is Im W(ωₙ). Using e^(±iqT) = −1 again,

Im W(x) = 1/x + ½(1 + cos xT) q²/[x(x² − q²)].

The window thus adds at most the fraction q²/(ω² − q²) to a line above q, or 0.3% for the lowest line at T = 180.

The step acts differently. Leaving the window aside, sampling replaces 1/ω̃ by (h/2)cot(ω̃h/2) = 1/Ω. Completeness of the modes gives Σ SSᵀ/Ω = [g(A + B)g]⁻¹, so

Σ R̃/Ω = 4d·(A + B)⁻¹g⁻²d ≈ α(0) − (h²/3)d·(A + B)⁻¹Δ²d.

Here α(0) = 4d·(A + B)⁻¹d is the coupled static response, 4.4112 bohr³ for zz. The window alone raises it to 4.4137. The propagated values are 4.3988 for h = 0.15 and 4.4100 for h = 0.075, so the step errors are −0.0149 and −0.0037, in the expected ratio of four. Extrapolation returns 4.4137: it removes the step error and leaves the window error. With α_xx = 8.833 the mean is (2 × 8.833 + 4.414)/3 = 7.36 bohr³, or 1.09 Å³.

**How far this is from ammonia**

These digits describe the 6-31G basis, with N–H length 1.01 Å and pyramid height 0.38 Å, rather than the real molecule, whose mean polarizability is roughly 2 Å³. In the larger aug-cc-pVDZ basis, Hartree–Fock gives α_xx = 12.5 and α_zz = 12.8 bohr³, and the lowest z line falls from 8.74 to 7.42 eV. Second-order perturbation theory (MP2) for correlation, applied through finite fields, raises α_zz to 14.9 bohr³. These values still move with the basis: aug-cc-pVTZ gives 12.7 and 13.1 bohr³ in Hartree–Fock, 15.2 bohr³ in MP2, and 7.43 eV for the line. The small basis yields a z oscillator-strength sum of 4.4 for ten electrons. Its orbital estimate of the ionization threshold is 11.3 eV; the strongest z line, at 41.5 eV, lies far above it, where a finite basis replaces the continuum by discrete lines. Fixed nuclei also matter. With a rough umbrella wavenumber of 950 cm⁻¹ and a linear dependence of the excitation energy on pyramid height, zero-point motion alone would spread the lowest 6-31G line over about 0.7 eV. This is only a rough estimate: the slope of the excitation energy depends on the basis (aug-cc-pVDZ gives about 0.9 eV), and the chosen height is not the energy minimum in 6-31G, which prefers a flatter pyramid. The fixed-nuclei spectrum contains no such vibrational spread, and neither a longer record nor a smaller step would supply it.
